# Why the two dipole poles print displaced gratings from an EUV mask

Suppose the contrast of a dense EUV grating is estimated from one pole of a dipole source. For the example below, a 28 nm pitch grating at a numerical aperture (NA) of 0.33, the answer is 0.998 for one pole and 0.969 for the other. The two poles together give 0.82. The missing contrast is not lost in either image: each pole prints a good grating, but the gratings lie 5.2 nm apart, and the resist records their sum.

It is tempting to say that the poles acquire different order phases. That is neither necessary nor precise. What counts is the phase between the zero and first orders, which enters the two images with opposite signs.

## 1. Two fringes and their sum

The lines are perpendicular to the plane of incidence, and the electric field lies along them. The time factor is $e^{-i\omega t}$, $k=2\pi/\lambda$, and $p$ is the wafer pitch. The poles A and B are points, mutually incoherent, with direction sines $\pm s$ at the wafer. The lens is free of aberrations and passes the zero order and one first order per pole. A pole is balanced when these two orders lie symmetrically in the pupil:
$$s=\frac{\lambda}{2p}.$$

Let $A_0,A_1$ and $B_0,B_1$ be the zero- and first-order amplitudes, normalised so that their squared moduli are powers. The first order of A travels at $s-\lambda/p=-s$, that of B at $+s$. The fields are
$$E_A=A_0e^{iksx}+A_1e^{-iksx},\qquad E_B=B_0e^{-iksx}+B_1e^{iksx}.$$
Since $2ks=2\pi/p$, squaring gives
$$I_A=|A_0|^2+|A_1|^2+2\,\mathrm{Re}\!\left[F_Ae^{2\pi ix/p}\right],\quad F_A=A_0A_1^*,$$
$$I_B=|B_0|^2+|B_1|^2+2\,\mathrm{Re}\!\left[F_Be^{2\pi ix/p}\right],\quad F_B=B_1B_0^*.$$
The conjugation has moved from the first order to the zero order, because the first order lies on the other side. This is the origin of the opposite signs.

A fringe peaks where $2\pi x/p+\arg F=0$. Hence
$$x_B-x_A=\frac{p\,\Delta}{2\pi},\qquad \Delta=\arg F_A-\arg F_B=\phi(A_0)+\phi(B_0)-\phi(A_1)-\phi(B_1),$$
with $\Delta$ taken modulo $2\pi$.

The intensities add, so the contrast is $C=2|F_A+F_B|/S$, where $S$ is the sum of the four squared moduli. With $a=|F_A|$ and $b=|F_B|$,
$$|F_A+F_B|^2=a^2+b^2+2ab\cos\Delta=(a+b)^2-4ab\sin^2(\Delta/2),$$
because $\cos\Delta=1-2\sin^2(\Delta/2)$. Therefore
$$C=\frac{2(a+b)}{S}\,\eta,\qquad \eta=\sqrt{1-\frac{4ab\sin^2(\Delta/2)}{(a+b)^2}}.$$
The first factor is the contrast of aligned fringes; $\eta$ is the fading due to displacement. For $a=b$, $\eta=|\cos(\Delta/2)|$. Displacement by half a pitch then removes the modulation.

## 2. What a difference between the poles does

Let $a$ and $b$ now denote the direction sines of the two orders at the mask, $\sin6^\circ\pm s/4$ for 4x reduction. Pole A enters at $a$ and its first order leaves at $b$; pole B does the reverse. For mirror-symmetric lines these first orders are equal. The proof uses two solutions of
$$\partial_x^2E+\partial_z^2E+k^2\varepsilon(x,z)E=0,$$
with $z$ pointing down into the mask. Let $E_1$ be driven from direction $a$ and $E_2$ from $-b$. Since $a-b$ is one grating step, $E_1E_2$ is periodic. Multiplying each equation by the other field, subtracting and integrating over one mask period shows that
$$J=\int(E_1\partial_zE_2-E_2\partial_zE_1)\,dx$$
does not depend on $z$; the $x$ derivatives cancel by periodicity. Below the mirror both fields contain downgoing waves alone. The integral pairs waves of opposite $x$ direction, which have equal $z$ wavenumbers, so $J=0$.

Above the mask, reflected waves paired with each other cancel for the same reason. The two incident waves do not pair, because $a-b\ne0$. What remains is each incident wave with one reflected wave. With $c_u=\sqrt{1-u^2}$ and $r(\text{out};\text{in})$ the field reflection coefficient,
$$2ikc_b\,r(b;a)-2ikc_a\,r(-a;-b)=0.$$
The power-normalised amplitude is $R(\text{out};\text{in})=r\sqrt{c_{\rm out}/c_{\rm in}}$, so $R(b;a)=R(-a;-b)$. Mirror symmetry turns the right side into $R(a;b)$. Thus $A_1=B_1$, with absorption included, and
$$\frac{\Delta}{2}=\frac{\phi(A_0)+\phi(B_0)}{2}-\phi(A_1).$$

The mean of the zero-order phases displaces the fringes from each other. Their difference moves both fringes together and costs no contrast.

The example uses $\lambda=13.5$ nm, equal lines and spaces, and a 60 nm absorber of index $0.95+0.03i$ on 40 Mo/Si bilayers. With the origin at the centre of a line and phases referred to the absorber top, the computed orders are:

| order | modulus | phase |
|---|---:|---:|
| $A_0$ | 0.287 | 53.5° |
| $B_0$ | 0.394 | 139.7° |
| $A_1=B_1$ | 0.306 | −49.7° |

Moving the origin to the centre of a space reverses the first orders, whose phase becomes 130.3°. Then
$$\frac{\Delta}{2}=\frac{53.5^\circ+139.7^\circ}{2}-130.3^\circ=-33.7^\circ,$$
$$x_B-x_A=28\ \text{nm}\times\frac{-67.45}{360}=-5.25\ \text{nm}.$$
The zero-order phases differ by 86°, yet this difference is absent from the displacement.

The common shift depends on the reference height. Raising the reference plane by $h$ multiplies an outgoing order by $e^{ikhc_u}$. Both fringe coefficients gain the phase $kh(c_a-c_b)$, so $\Delta$ is unchanged and both gratings move by 0.026 nm per nm of height.

The fringe strengths are 0.0879 and 0.1207. They give $\eta=0.836$, against $|\cos(\Delta/2)|=0.832$, so their inequality matters little here. The aligned contrast is 0.981, and $0.981\times0.836=0.82$. Unequal order moduli cost 2%; displacement costs a further 16% of the aligned value.

A second orientation shows that different phases are unnecessary. Let the plane of incidence contain the lines, and treat the field as scalar. Reflection across a line then exchanges the poles, so $A_0=B_0$ and $A_1=B_1$. Nevertheless $F_B=F_A^*$, and $\Delta=2[\phi(A_0)-\phi(A_1)]$. Identical order phases displace the gratings unless this difference is a multiple of $\pi$.

## 3. The contribution of a thin mask

Now let the mask multiply the reflected field by 1 in the spaces and by a complex number $t$ on the lines, with $|t|<1$. With the origin at the centre of a space, the Fourier coefficients for equal lines and spaces are
$$A_0=B_0=\frac{1+t}{2},\qquad A_1=B_1=\frac{1-t}{\pi}.$$
The second follows because the uniform part $t$ has no first harmonic, while an open window of half a period and height $1-t$ has first harmonic $(1-t)\sin(\pi/2)/\pi$. Half the mutual phase is the phase of
$$\frac{1+t}{1-t}=\frac{(1+t)(1-t^*)}{|1-t|^2}=\frac{1-|t|^2+2i\,\mathrm{Im}\,t}{|1-t|^2},$$
so that
$$\tan\frac{\Delta}{2}=\frac{2\,\mathrm{Im}\,t}{1-|t|^2}.$$
An opaque line, or one that leaks with phase 0 or $\pi$, gives no displacement. Any other leakage phase does.

For the example, the ratio of covered to bare mirror reflection at 6° has modulus 0.219 and phase −163.3°. Then $\mathrm{Im}\,t=-0.0629$ and
$$\tan\frac{\Delta}{2}=\frac{-0.1258}{0.952}=-0.132,\qquad \frac{\Delta}{2}=-7.5^\circ.$$
The thin mask predicts a displacement of −1.2 nm and a fading factor of 0.991. It has the right sign but accounts for less than a quarter of the displacement.

## 4. What the thin mask leaves out

Inside the absorber, write $E=\sum_mE_m(z)e^{iku_mx}$. Projecting the wave equation onto order $m$ gives
$$E_m''=-k^2\sum_n\left(\varepsilon_{m-n}-u_m^2\delta_{mn}\right)E_n,$$
where $\varepsilon_m$ are the Fourier coefficients of the permittivity. If all $u_m^2$ are replaced by one value, this equation becomes local in $x$: each point reflects as a uniform film. With the mirror response and the matching to vacuum also taken at one angle, that is the thin mask. The differences between the $u_m^2$ let light spread sideways during the double passage.

The spreading width is of order $\sqrt{2\lambda d}=\sqrt{2\times13.5\times60}\approx40$ nm, while a line on the mask is 56 nm wide. The edge zones are not small parts of the line.

To solve the equations, let $W$ hold the eigenvectors of the matrix in parentheses and let the diagonal matrix $q$ hold the square roots of its eigenvalues. The mirror below is described by a diagonal admittance $Y$, defined by $E'=ikYE$. For downgoing mode amplitudes $f$ and upgoing amplitudes $\rho f$ at the absorber bottom, continuity requires
$$Wq(1-\rho)f=YW(1+\rho)f,$$
$$\rho=(YW+Wq)^{-1}(Wq-YW).$$
With $X=e^{ikqd}$ and $G=X\rho X$, the admittance at the top is $Y_t=Wq(1-G)[W(1+G)]^{-1}$. Matching to vacuum, where $c$ is the diagonal matrix of the $c_u$, gives the reflection matrix $(c+Y_t)^{-1}(c-Y_t)$. The mirror's $Y$ follows from the same relations with $W=1$, applied film by film from the bottom. A finite-difference solution of the absorber in real space, without modes but with the same mirror admittance below, gives the four order amplitudes of the example to within $1.5\times10^{-4}$.

The thick-mask result is −33.7°. Relative to the thin mask, the remainder is −26.2°, or −4.1 nm. It contains diffraction in the absorber and the angular dependence of the mirror. Holding the mirror response at its 6° value for all orders leaves about −18.6° of the remainder. Suppressing diffraction in the absorber while keeping the angular mirror leaves about half. The two parts do not simply add, and the remainder cannot be credited to the absorber thickness alone.

Half-phases add, but contrast losses do not. For small angles $1-\cos(\Delta/2)\approx(\Delta/2)^2/2$. The thin part alone gives 0.009, the remainder alone 0.105, and their cross term 0.060. A small half-phase from leakage therefore matters more when the remainder has the same sign.

At fixed absorber thickness and line fraction, with the poles rebalanced, the remainder falls as the pitch grows:

| pitch factor | half-phase | remainder |
|---:|---:|---:|
| 1 | −33.7° | −26.2° |
| 4 | −14.4° | −6.9° |
| 32 | −8.4° | −0.9° |

At the larger pitches the lens would pass many more orders (6 and 44 per pole), so these entries are phases of the mask orders, not displacements of a two-beam image. The remainder is close to an inverse dependence on pitch. It is what edge zones of fixed width would give: their share of the period, and hence their first-order change of the order amplitudes, scales as $1/p$.

## 5. Thickness is not a simple measure of harm

At fixed pitch, the displacement in this example falls from 8.1 nm for a 30 nm absorber to 3.5 nm for a 70 nm one. The fall is not steady: a ripple of about ±0.5 nm, with a period of 6.9 nm, near half a wavelength, lies on the trend (between 55 and 65 nm the displacement ranges from 4.1 to 5.6 nm), as expected when reflections from the absorber surface and the mirror interfere. Two contributions change with thickness, and they need not have the same sign. Neglecting surface reflections and obliquity, a double passage gives
$$t\approx\exp\!\left[\frac{4\pi id}{\lambda}(-0.05+0.03i)\right].$$
At $d=30$ nm this has modulus 0.43 and phase −80°, so the leakage is strong and nearly in quadrature. The thin-mask formula then gives $\Delta/2\approx-46^\circ$, or −7.2 nm. The same estimate at other thicknesses, subtracted from the full result, gives:

| $d$ (nm) | full (nm) | leakage (nm) | remainder (nm) |
|---:|---:|---:|---:|
| 30 | −8.1 | −7.2 | −0.9 |
| 60 | −5.2 | −1.2 | −4.1 |
| 70 | −3.5 | +0.3 | −3.8 |

Leakage dominates at 30 nm and the remainder, to which absorber and mirror both contribute, at 60 nm. At 70 nm the estimated leakage phase has passed −180°, and its estimated contribution opposes the remainder. The neglected surface reflection has an amplitude of about $|n-1|/2\approx0.03$, where $n$ is the absorber index, and together with obliquity changes the leakage estimate by up to 0.8 nm in this range. The exact film ratio gives −7.4 nm at 30 nm and +0.6 nm at 70 nm, with remainders −0.6 and −4.1 nm, so the small entries are only indicative. The fading factors are 0.62, 0.84 and 0.93.

A control separates the phase shift of the absorber from its absorption. With the real part of the index set to 1, and the imaginary part, thickness and pitch unchanged, the thick-mask half-phase is −0.3°, equivalent to 0.05 nm. This is partly a cancellation between a thin-mask part of +1.5° and a remainder of −1.8°, but both are small beside the −33.7° of the example. The value at 60 nm lies near a zero of the thickness ripple; between 30 and 70 nm the half-phase stays within −3.9° and +1.5°, a displacement of at most 0.6 nm. Here a thick, purely absorbing line displaces the gratings only slightly: the large effect disappears when the phase shift of the absorber is removed. This is a result for one geometry, not a proof that absorbing lines are harmless.

## 6. What focus can and cannot repair

At defocus $z$, an order of direction sine $u$ gains the phase $kz\sqrt{1-u^2}$. At balance both orders have $u^2=s^2$, so defocus changes neither fringe and cannot realign them.

Now move each pole outward by $\delta$. The zero orders lie at $\pm(s+\delta)$ and the first orders at $\mp(s-\delta)$. Define
$$D=\sqrt{1-(s-\delta)^2}-\sqrt{1-(s+\delta)^2}.$$
The phase of $F_A=A_0A_1^*$ changes by $-kzD$, and that of $F_B=B_1B_0^*$ by $+kzD$. Hence
$$\Delta(z)=\Delta-2kzD,\qquad z_{\rm best}=\frac{\Delta}{2kD},$$
where $\Delta$ belongs to the offset pole.

For $\delta=0.05\,$NA, $\Delta=-70.85^\circ=-1.237$ rad and $D=0.0082$. With $k=0.4654$ nm$^{-1}$,
$$z_{\rm best}=\frac{-1.237}{2\times0.4654\times0.0082}\approx-162\ \text{nm}.$$
The contrast rises from 0.805 at $z=0$ to 0.981. The price is a focus that depends on $\delta$: reversing the offset reverses $D$, so a pole extending to both sides of balance has no single focus that realigns all its points.

Another repair is to expose the poles separately and shift one exposure by 5.25 nm. If the resist responds to the summed dose, the model contrast returns to 0.981. This requires accurate placement between the exposures.

## 7. The example beside a real scanner

The wavelength, aperture, reduction, 6° chief ray and tantalum-type absorber are roughly typical of 0.33 NA EUV lithography; the optical constants are rounded. The model mirror reflects 74%, somewhat more than real mirrors. Its interfaces are sharp, its period is 7.0 nm and it has no capping layer. The numbers are sensitive to these choices. With unrounded Mo and Si indices the displacement is −5.3 nm. Adding a 2.5 nm ruthenium cap gives −4.1 nm and a contrast of 0.87, a period of 6.9 nm gives −6.4 nm and 0.73, and both together give −4.9 nm and 0.81. A change of 0.005 in the real part of the absorber index moves the displacement by 0.2 to 0.3 nm. The example therefore fixes the scale of the effect, 4 to 6 nm, not its second digit. The effect of interdiffused interfaces has not been computed. Real sources are unpolarised: the other polarization has a displacement of −5.5 nm, and including it lowers the contrast from 0.82 to 0.77, mainly because its field vectors at the wafer are not parallel. Poles of radius 0.1 NA, sampled along $x$, give 0.819 at $z=0$ and 0.806 at $z=+40$ nm. At 13.4 and 13.6 nm, with rebalanced poles, the displacement is −5.2 and −5.8 nm. A resist blur of 4 nm rms multiplies the contrast by 0.67, a larger loss than the displacement causes. Such a linear blur acts equally on both fringes and leaves their separation unchanged. The numerical output lists the remaining values.

## Numbers as computed

```
wavelength 13.5 nm, NA 0.33, reduction 4x
wafer pitch 28.0 nm, mask pitch 112.0 nm, line fraction 0.5
absorber index (0.95+0.03j), thickness 60.0 nm
Mo (0.92+0.006j) 2.8 nm; Si (1+0.002j) 4.2 nm; 40 bilayers, Si on top
pole direction sine at wafer 0.2411, pupil fraction 0.731
mask incidence pole A 9.49 deg, pole B 2.54 deg
bare mirror reflectance at 6 deg 0.739
order A0: modulus 0.2867, phase 53.48 deg
order A1: modulus 0.3064, phase -49.68 deg
order B0: modulus 0.3938, phase 139.71 deg
order B1: modulus 0.3064, phase -49.68 deg
largest amplitude gap to real-space solver 1.5e-04
reciprocity gap |A1-B1| 1.3e-06
fringe strengths |FA| 0.08786, |FB| 0.12067
fringe phases FA 103.16 deg, FB 170.61 deg
Delta -67.45 deg, half -33.73 deg
mutual displacement: formula -5.246 nm, from images -5.246 nm
contrast pole A alone 0.9978, pole B alone 0.9693
contrast if aligned 0.9811, actual 0.8205
fading factor 0.8363, |cos(Delta/2)| 0.8317
common shift per mask height 0.0263 nm/nm
thin mask t: modulus 0.2192, phase -163.32 deg
thin mask half phase -7.53 deg, displacement -1.171 nm, factor 0.9914
rigorous half phase at 1 x pitch: -33.73 deg
rigorous half phase at 4 x pitch: -14.38 deg
rigorous half phase at 32 x pitch: -8.38 deg
index real part 1: half phase thick -0.29 deg, thin 1.48 deg
thickness 30 nm: displacement -8.08 nm, fading 0.6171, contrast 0.4770
thickness 40 nm: displacement -6.99 nm, fading 0.7087, contrast 0.6629
thickness 50 nm: displacement -5.76 nm, fading 0.8020, contrast 0.7579
thickness 60 nm: displacement -5.25 nm, fading 0.8363, contrast 0.8205
thickness 70 nm: displacement -3.46 nm, fading 0.9314, contrast 0.8817
offset pole (+0.05 NA): Delta -70.85 deg, D 0.00820
best focus: formula -162.0 nm, from images -162.2 nm
offset pole contrast at z=0 0.8053, at best focus 0.9814
TM polarization: displacement -5.476 nm, wafer vector factor 0.8838
unpolarised contrast 0.7674
pole radius 0.1 NA: contrast z=0 0.8191, z=-40 nm 0.8128, z=+40 nm 0.8057
wavelength 13.4 nm, pole rebalanced: displacement -5.242 nm
wavelength 13.6 nm, pole rebalanced: displacement -5.817 nm
resist blur 4.0 nm rms: contrast factor 0.6684
```
